\section*{Leading radiative corrections to the nuclear-size shift of hydrogenic S levels, part 2}

We seek the correction of relative order $\alpha Z\alpha$ to the finite-size shift $E_{\rm fns}=\tfrac23(Z\alpha)^4m_r^3r^2/n^3$ of an $nS$ level. Units are $\hbar=c=m=1$, with $m$ the electron mass and $m_r$ the reduced mass. The static spinless nucleus has charge $Z$, rms radius $r$ and form factor $G=1-r^2k^2/6+\dots$.

An electron at rest, $p=(1,0)$, with amplitude $\psi(0)$, scatters twice on the nuclear field; $k=(0,\mathbf k)$, $t=\mathbf k^2$, and $k=\sqrt t$ in $\int dk$. With radiative factor $L$,
\begin{equation*}
\Delta E=-\frac{16(Z\alpha)^5m_r^3}{\pi n^3}\int_0^\infty\frac{dk}{k^4}\,G^2\Big[1+\frac\alpha\pi L\Big],
\end{equation*}
\begin{equation}
\frac{\Delta E}{E_{\rm fns}}=\alpha Z\alpha\,\frac{8}{\pi^2}\int_0^\infty\frac{dk}{k^2}L(k).
\label{master}
\end{equation}
Vacuum polarization has $L=4\int_0^1x(1-x)\ln\Delta\,dx$, $\Delta=1+tx(1-x)$. It gives $\frac34\alpha Z\alpha$, half from folding its potential $U$ with the nuclear density, half from the change of $\psi^2(0)$.

For the self-energy (Feynman gauge), $L=-tT/8$, with $T=T_\Sigma+T_Z+T_V+T_\Xi$ in units of $\alpha/4\pi$: self-energy insertion with $\delta m$ subtracted (traces $4-t$, $4-3t$), wave-function factor $\delta Z_2$, vertices (trace $N_V$) and spanning photon. The tree trace is $2$. Already found:
\begin{align*}
tT_\Sigma&=\frac2\epsilon+4+4(4-t)\lambda-\frac{4-3t}{\sigma}[1+(2-t)\lambda],\\
tT_Z&=\frac6\epsilon+8,\\
tT_V&=-2\Big[(8+2t)C+\frac2\epsilon+8-\frac{t(1+t\lambda)}{\sigma}+4K+4t\lambda\Big].
\end{align*}
Still needed is $T_\Xi=\int[dl]\,N_\Xi/(D_0D_1^2D_2)$, $N_\Xi=\frac14{\rm Tr}[(d+(2-d)\hat p)X]$.

Notation: metric $(+,-,-,-)$, ${\rm Tr}\,1=4$, $d=4-2\epsilon$, $[dl]=d^dl/(i\pi^{d/2})$, $\hat a=\gamma_\mu a^\mu$, $P=p+k$, $q=p+l$, $v=p\cdot l$, $u=p\cdot q=1+v$, $w=k\cdot l$, $\sigma=1-t$, $\lambda=\ln t/(1-t)$,
\begin{equation*}
D_0=l^2,\quad D_1=q^2-1=D_0+2v,\quad D_2=(q+k)^2-1=D_1+2w-t .
\end{equation*}
Integrals, with $c=x(1-\rho x)$ and $x,\rho$ from 0 to 1:
\begin{align*}
B_{02}&=\int\!\frac{[dl]}{D_0D_2}=\frac1\epsilon+2+t\lambda,\\
A&=\int\!\frac{[dl]\,v}{D_0D_2}=-\frac1{2\epsilon}-\frac14+J_1,\\
J_1&=-\frac14+\frac{t(1+t\lambda)}{2\sigma},\\
C&=\int\!\frac{[dl]}{D_0D_1D_2}=-\!\int\!\!\frac{dx\,d\rho}{\rho+tc},\\
F&=\int\!\frac{x(1-x)\rho\,dx\,d\rho}{(\rho+tc)^2},\\
I&=\int\frac{[dl]}{D_0D_1^2D_2}=-\frac{1}{2\epsilon t}+\frac Ct+2F .
\end{align*}
Also $K=\int_0^1\ln\Delta\,dx=-2+\frac12(4+t)H$, $H=\int_0^1dx/\Delta$, $B_{12}=\int1/(D_1D_2)=\frac1\epsilon-K$, $\int v/(D_1D_2)=-B_{12}$, $\int1/(D_1^2D_2)=-H/2$, $\int(p\cdot q)^2/(D_1^2D_2)=B_{12}/4$ (odd powers of $p\cdot q$ vanish), $\int1/(D_0D_1)=\frac1\epsilon+2$, $\int1/D_1^2=\frac1\epsilon$, $\int1/(D_0D_1^2)=\frac1{2\epsilon}$.

Later, $B(a,b)$ is the beta function, and $\psi$ in the Mellin values is the digamma function.

\subsection{Spanning photon}

Now $X=(\hat q+1)(\hat R+1)(\hat q+1)$ with $\hat R=\hat p(\hat q+\hat k)\hat p$, $R=2up-q-k$, $q\cdot R=2u^2-q^2-w$, $p\cdot R=u$. The scalar part of $X$ is $q^2+1+2q\cdot R=4u^2-D_1-2w\equiv E=4u^2-t-D_2$. The vector part is $2(q\cdot R+1)\hat q-D_1\hat R$, whose product with $p$ is $u(4u^2-3D_1-2w)=u(E-2D_1)$. So
\begin{equation}
N_\Xi=E\,[2+(2-d)v]-2(2-d)(1+v)D_1 .
\end{equation}
All terms carrying $2-d$ give finite integrals over $D_0D_1^2D_2$, so $d=4$ there, and
\begin{equation}
N_\Xi=2(4-t)+2(4+t)v-8v^2-8v^3-2D_2(1-v)+4(1+v)D_1 .
\end{equation}
Repeated use of $v=(D_1-D_0)/2$, with $\int v/(D_0D_1D_2)=\frac12(B_{02}-B_{12})$, gives the integrals of $v^n/(D_0D_1^2D_2)$:
\begin{align}
v&:\ \tfrac12(C+\tfrac H2), \qquad
v^2:\ \tfrac14(B_{02}-B_{12})-\tfrac H4,\\
v^3&:\ \tfrac12\big[\tfrac12(A+B_{12})+\tfrac H2-\tfrac14B_{12}\big]=\tfrac A4+\tfrac{B_{12}}8+\tfrac H4 .
\end{align}
Also $\int(1-v)/(D_0D_1^2)=\frac1{2\epsilon}-1$. In the sum, $B_{02}-B_{12}$ cancels between $-8v^2$ and $4vD_1$, the $H$ terms of $v^2$ and $v^3$ cancel, and $-2A-B_{12}=1-t(1+t\lambda)/\sigma+K$:
\begin{equation}
T_\Xi=2(4-t)I+(8+t)C+\tfrac{4+t}2H+3-\frac{t(1+t\lambda)}\sigma+K-\frac1\epsilon .
\end{equation}
The pole of $tT_\Xi$ is $-(4-t)/\epsilon-t/\epsilon=-4/\epsilon$.

\subsection{Sum}

The poles are $2+6-4-4=0$. The ultraviolet ones cancel as $2+2-4$ and the infrared ones as $4-4$. The coefficient of $C$ is $-16-4t+8-2t+8t+t^2=(t+4)(t-2)$. The $1/\sigma$ terms combine as $(-4+3t+2t-t^2)/\sigma=t-4$ and $\lambda(2-t)(t^2+3t-4)/\sigma=(t-2)(t+4)\lambda$. The remaining constants are $4+8-16+3t$, the remaining $\lambda$ terms are $(16-12t)\lambda$, and $\frac{4+t}2H=K+2$. Therefore
\begin{align}
tT={}&(t+4)(t-2)C+4t(4-t)F+2(t-4)K\nonumber\\
&+6t-8+(t^2-10t+8)\lambda .\label{sum}
\end{align}

\emph{Tests.} The traces $2$, $4-t$, $4-3t$, $N_V$ and $N_\Xi$ are checked with explicit matrices in $d=4$ and $d=6$, which fixes expressions linear in $d$. The sum (\ref{sum}) is checked against a direct Euclidean four-dimensional integration of all diagrams, including $\delta m$ and $\delta Z_2$, with a cutoff on the photon momentum and no Feynman parameters: $L(0.7)=-0.604941$ against $-0.604940$, and $L(2.0)=-1.472130$ against $-1.472129$.

\emph{Small $t$.} The $\rho$ integrals give, with $g=1-x^2t$, $C=-\int dx\,g^{-1}\ln[(g+xt)/(xt)]$ and $F=\int x(1-x)\{g^{-2}\ln[(g+xt)/(xt)]-1/[g(g+xt)]\}$. Expanding, $C=\int(1+x^2t)(\ln t+\ln x)-t\int(x-x^2)=\ln t-1+t(\frac13\ln t-\frac19-\frac16)$, and $F=-\frac16\ln t+\frac5{36}-\frac16$; further $K=t/6$ and $\lambda=(1+t)\ln t$. At order $t^0$, $-8(\ln t-1)-8+8\ln t=0$, so $L(0)=0$. At order $t\ln t$ the coefficient is $-\frac83+2-\frac83-2=-\frac{16}3$, and at order $t$ it is $\frac{20}9-2-\frac49-\frac43+6=\frac{40}9$:
\begin{equation}
L\to t\left(\tfrac23\ln t-\tfrac59\right).
\end{equation}
The program finds $-0.2778$ and $-0.0278$ for the constants $-\frac5{18}$ and $-\frac1{36}$, and $0.66667$, $-0.55557$ for $L/t$. The logarithm is an infrared one: soft photons are cut off by the virtuality $P^2-1=-t$ of the intermediate electron.

\section{The momentum integral}

By (\ref{master}), the coefficient is $-\pi^{-2}\int_0^\infty T\,dk$. The separate terms of (\ref{sum}) diverge, so use $m_f(s)=\int_0^\infty t^{s-1}f\,dt$, with $\int dk\,t^jf=\frac12m_f(j+\frac12)$. Continuation is legitimate for this reason. Split each integral at $t=1$. The lower piece is analytic to the right of the lower edge of the strip of convergence of $f$, and the upper piece to the left of the upper edge. Inside the strip they add to $m_f$, so each piece continues wherever $m_f$ does. The lower pieces of all terms add to the lower integral of $T$ at large ${\rm Re}\,s$, hence everywhere by uniqueness; likewise the upper ones. A pure power gives $\frac1{s+j}-\frac1{s+j}=0$, and its $s$ derivative shows that $t^j\ln t$ gives zero too.

The starting point is $\int t^{s-1}dt/(\rho+ct)=\frac{\pi}{\sin\pi s}\rho^{s-1}c^{-s}$. Its $\rho$ derivative gives $(1-s)\frac\pi{\sin\pi s}\rho^{s-2}c^{-s}$ for the squared denominator, and integration by parts gives $\int t^{s-1}\ln(1+ct)=\pi c^{-s}/(s\sin\pi s)$. The $s$ derivative of the principal value $\int t^{s-1}/(1-t)=\pi\cot\pi s$ gives $m_\lambda$. For $C$ and $F$ expand $(1-\rho x)^{-s}=\sum\frac{(s)_n}{n!}\rho^nx^n$. The $\rho,x$ integrals give $1/[(n+s)(n+1-s)]$ and $1/[(n+s)(n+2-s)(n+3-s)]$. Partial fractions and $\sum\frac{(s)_n}{n!}\frac1{n+a}=\int y^{a-1}(1-y)^{-s}dy=B(a,1-s)$ lead to
\begin{align}
m_\lambda&=-\frac{\pi^2}{\sin^2\pi s},\qquad m_K=\frac{\pi B(1-s,1-s)}{s\sin\pi s},\\
m_C&=-\frac{\pi}{\sin\pi s}\,\frac{B(s,1-s)-B(1-s,1-s)}{1-2s},\\
m_F&=\frac{(1-s)\pi}{\sin\pi s}\Big[\frac{B(s,1-s)}{(2-2s)(3-2s)}+\frac{B(2-s,1-s)}{2s-2}
+\frac{B(3-s,1-s)}{3-2s}\Big].
\end{align}
These are tested by quadrature at six points inside the strips.

\emph{Large $t$.} A term $(a\ln t+b)t^{-j}$ at infinity corresponds to $a/\eta^2-b/\eta$ with $\eta=s-j$. At $s=1$, $\pi/\sin\pi s=-1/\eta$ and $B(-\eta,-\eta)=-2/\eta$ up to relative $O(\eta^2)$, so $m_C=-1/\eta^2+2/\eta$ and $m_K\simeq2/\eta^2$. For $m_F$ the prefactor is $1$ there, $B(1-\eta,-\eta)=\frac12B(-\eta,-\eta)=-1/\eta$ and $B(2-\eta,-\eta)=-1/\eta+O(1)$, so the bracket is $\frac{1+2\eta}{2\eta^2}-\frac1{2\eta^2}-\frac1\eta+O(1)=O(1)$: there is no pole, and $F$ has no $1/t$ term. At $s=0$, $m_K=(1+2s)/s^2$. At $s=2$, $\pi/\sin\pi s=1/\eta$; $B(-1-\eta,-1-\eta)\simeq-4/\eta$ gives $m_C\simeq5/(3\eta^2)$, and $B(-\eta,-1-\eta)\simeq-2/\eta$ gives the bracket $\frac1{2\eta}-\frac1\eta$ and $m_F\simeq1/(2\eta^2)$. Thus, keeping only the logarithm in the last order written for $C$, $K$ and $F$ (the terms without a logarithm there, such as $2/t$ in $K$, enter only the constant of $L$), $C=-(\ln t+2)/t+\frac53\ln t/t^2$, $K=\ln t-2+2\ln t/t$, $F=\ln t/(2t^2)$, $\lambda=-\ln t\,(1/t+1/t^2)$. At order $t$, $-(\ln t+2)+2(\ln t-2)+6-\ln t=0$. The $t^0\ln t$ coefficient is $\frac53-2-2+4-8-1+10=\frac83$, so $L\to-\frac13\ln t+{\rm const}$; the tested fit gives $-0.3333$. The integral of $T$ converges at both ends.

\emph{Values.} $B(s,1-s)=\pi/\sin\pi s$ is stationary at half-integers, $\psi(1)-\psi(\frac12)=2\ln2$, and $\psi(\frac32)=\psi(-\frac12)=\psi(\frac12)+2$.

$\lambda$: $m_\lambda=-\pi^2$ at every half-integer, giving $\frac12(1-10+8)(-\pi^2)=\frac12\pi^2$.

$K$: $m_K(\frac12)=2\pi\cdot\pi$ and $m_K(-\frac12)=2\pi\cdot\frac\pi8$, giving $\frac12(4\pi^2-2\pi^2)=\pi^2$.

$C$: at $s=\frac32$, $B(-\frac12,-\frac12)=0$, so $m_C=\pi\cdot\frac{-\pi}{-2}=\frac{\pi^2}2$. At $s=-\frac12$, $m_C=\pi(-\pi-\frac\pi8)/2=-\frac9{16}\pi^2$. At $s=\frac12$ the numerator vanishes; its derivative is $-\pi[2\psi(1)-2\psi(\frac12)]=-4\pi\ln2$, and division by $-2$ gives $m_C=-2\pi^2\ln2$. The term $(t+2-8/t)C$ gives $\frac12\pi^2(\frac12-4\ln2+\frac92)=\pi^2(\frac52-2\ln2)$.

$F$: at $s=\frac12$ the bracket is $\frac\pi2-\frac\pi2+\frac{3\pi}{16}$, so $m_F=\frac{3}{32}\pi^2$. At $s=\frac32$ the middle term vanishes through $1/\Gamma(0)$. The other two share $1/(3-2s)$ with numerator $\pi-\pi=0$. The derivative of the numerator is $-2\pi-\pi[2\psi(1)-\psi(\frac32)-\psi(-\frac12)]=2\pi-4\pi\ln2$, so the bracket is $\pi(2\ln2-1)$ and $m_F=\frac\pi2\cdot\pi(2\ln2-1)$. The term $(16-4t)F$ gives $\frac12\pi^2(\frac32-4\ln2+2)=\pi^2(\frac74-2\ln2)$.

The sum is
\begin{equation}
\frac1{\pi^2}\int_0^\infty T\,dk=\frac52+\frac74+1+\frac12-4\ln2=\frac{23}4-4\ln2,
\end{equation}
numerically $1.1137056+0.3637056+1+0.5=2.977411$. The self-energy factor is $4\ln2-\frac{23}4$, and direct quadrature of (\ref{master}) gives $-2.977411$. With vacuum polarization the total is $4\ln2-5=-2.227411$. In the two-photon integral, vacuum polarization has $L>0$, a stronger short-range attraction, and raises the size shift. The self-energy $L(k)$ is negative in both limits and at the two test points, and it lowers the shift.

\emph{Point-nucleus limit.} With $G=1$ the same $L$ gives $\Delta E=\frac\alpha\pi(Z\alpha)^5m_r^3A_{50}/n^3$, $A_{50}=\frac2\pi\int dk\,T/t$, where the small-$t$ terms belong to the lower order $\alpha(Z\alpha)^4$ and continue to zero. All arguments shift by $-1$. The new values are $m_K(-\frac32)=-\frac{\pi^2}{64}$ from $B(\frac52,\frac52)=\frac{3\pi}{128}$; $m_C(-\frac32)=-\pi(\pi-\frac{3\pi}{128})/4=-\frac{125}{512}\pi^2$; and $m_F(-\frac12)=-\frac{3\pi}2(-\frac\pi{12}-\frac\pi{48}+\frac{5\pi}{512})=\frac{145}{1024}\pi^2$. The parts for $C,F,K,\lambda$ are $\frac{53}{128}-\ln2$, $\frac{121}{128}$, $\frac5{16}$, $\frac12$, which sum to $\frac{139}{64}-\ln2$. Hence $A_{50}=\pi(\frac{139}{32}-2\ln2)=9.29112$, the established self-energy coefficient; the subtracted quadrature gives $9.29109$.

\section{Finite radius}

The next term of $G^2$, of order $r^4k^4$, would give $\int L\,dk$, which diverges linearly and is cut off at $k\sim1/r$. The expansion in $r$ therefore continues with $r\ln r$, not $r^2$. There $L=a\ln t+b$, and the change of the coefficient is
\begin{equation}
\frac8{\pi^2}\int_0^\infty dk\,(a\ln t+b)\Big[\frac{3(1-G^2)}{r^2k^4}-\frac1{k^2}\Big],
\end{equation}
which by $k=\kappa/r$ is $r$ times a linear function of $\ln r$ and depends on the shape of $G$. For vacuum polarization $L=4\int x(1-x)\ln\Delta\to\frac23\ln t-\frac{10}9$, printed as $0.6667$ and $-1.1111$. For the self-energy $a=-\frac13$, and $b=-0.9722$ is a fitted value. With the model $G=(1+tr^2/12)^{-2}$ and the proton radius, the full integrals are $-2.97008$ and $0.73934$. The changes, $+0.00733$ and $-0.01066$, agree with this formula ($0.00733$, $-0.01065$) within the tested $5\%$. They are $0.25\%$ and $1.4\%$ of the respective coefficients. When $r$ is not small against the Compton wavelength of the bound particle, as for a muon around a heavy nucleus, the expansion of $G^2$ fails. For $l>0$, $\psi(0)=0$ and the hard term vanishes at this order.

\section{Hydrogen}

The inputs are $\alpha=0.0072973526$, $m_r=0.99945568$, $r=0.84075\ {\rm fm}=2.177210\times10^{-3}$, $mc^2/h=1.23559\times10^{17}$ kHz. Then $\alpha Z\alpha=5.325135\times10^{-5}$, $\alpha^4=2.83571\times10^{-9}$, $m_r^3=0.998368$, $r^2=4.74024\times10^{-6}$, and for 1S
\begin{align}
E_{\rm fns}&=\tfrac23(2.83571\times10^{-9})(0.998368)(4.74024\times10^{-6})\nonumber\\
&=8.94667\times10^{-15}\ \to\ 1105.44\ {\rm kHz}.
\end{align}
The relative factors are $0.75\times5.325135\times10^{-5}=3.99385\times10^{-5}$ and $-2.977411\times5.325135\times10^{-5}=-1.58551\times10^{-4}$. Multiplying,
\begin{align}
\Delta E_{\rm VP}&=3.573\times10^{-19}\ \to\ +0.04415\ {\rm kHz},\\
\Delta E_{\rm SE}&=-1.4185\times10^{-18}\ \to\ -0.17527\ {\rm kHz},
\end{align}
with sum $-1.061\times10^{-18}$, or $-0.13112$ kHz. For 2S everything is divided by $8$: $E_{\rm fns}\to138.18$ kHz, and the corrections are $+0.0055$, $-0.0219$ and $-0.0164$ kHz.

These are the values of the leading formula for the central value of the radius. Its uncertainty, $0.00064$ fm, alone moves $E_{\rm fns}$ for 1S by $\pm1.7$ kHz, more than ten times the radiative sum. The dipole model changes the summed coefficient by $0.00733-0.01066=-0.0033$, about $0.15\%$ of $-2.227$. Recoil terms of relative size $1-m_r\approx5\times10^{-4}$ and terms of relative order $Z\alpha$ times logarithms are not computed here; the latter include a squared logarithm, and since $Z\alpha\ln^2(Z\alpha)^{-2}\approx0.7$, only a small numerical coefficient can make them small. Without that coefficient, digits beyond $-0.13$ kHz for 1S have no physical meaning and the second figure itself is not secured. The non-radiative relativistic corrections to $E_{\rm fns}$, of relative order $(Z\alpha)^2$ times logarithms, are a separate contribution. With $\ln[1/(Z\alpha r)]\approx11$ they amount to about $6\times10^{-4}$ of $E_{\rm fns}$ for hydrogen 1S, some five times the radiative sum, and they must be added when $r$ is extracted. So must the non-radiative term from $G^2-1+r^2t/3$ in the tree integral: the scaling $k=\kappa/r$ makes it of relative order $Z\alpha r\approx1.6\times10^{-5}$ times a factor that depends on the shape of $G$. The program and its output follow.

\section*{Values computed for the example and the checks}
\begin{verbatim}
t=1e-05: (C-ln t+1)/t - ln t/3 = -0.2778, F + ln t/6 = -0.0278
L_SE(k=0.7 mc): formula -0.604941, direct 4D -0.604940
L_SE(k=2.0 mc): formula -1.472130, direct 4D -1.472129
Mellin C(s=0.5)/pi^2: quad -1.3862943, formula -1.3862944
Mellin C(s=0.4)/pi^2: quad -1.4858956, formula -1.4858964
Mellin F(s=0.5)/pi^2: quad 0.0937500, formula 0.0937500
Mellin F(s=1.5)/pi^2: quad 0.1931472, formula 0.1931472
Mellin K(s=-0.5)/pi^2: quad 0.2500000, formula 0.2500000
Mellin l(s=0.5)/pi^2: quad -1.0000000, formula -1.0000000
continued m_C(s=1.5)/pi^2 = 0.5000000
continued m_C(s=-0.5)/pi^2 = -0.5625000
continued m_C(s=-1.5)/pi^2 = -0.2441406
int dk T/pi^2 parts C,F,K,lam: 1.1137056 0.3637056 1.0000000 0.5000000
int dk T/t/pi^2 parts C,F,K,lam: -0.2790847 0.9453125 0.3125000 0.5000000
SE: small k, L/t = a ln t + b: a=0.66667 b=-0.55557
SE: large k, L = a ln t + b: a=-0.3333 b=-0.9722
SE: coefficient by quadrature = -2.977411
SE: dipole G, proton r: -2.97008, change 0.00733, r ln r term 0.00733
VP: small k, L/t = a ln t + b: a=-0.00000 b=0.13333
VP: large k, L = a ln t + b: a=0.6667 b=-1.1111
VP: coefficient by quadrature = 0.750000
VP: dipole G, proton r: 0.73934, change -0.01066, r ln r term -0.01065
closed forms: SE -2.977411, SE+VP by quadrature -2.227411
A50: quadrature 9.29109, Mellin 9.29112
1S VP, Za=0.002: folded U 0.37449, psi^2(0) 0.37747
1S VP, Za->0: folded U 0.37500, psi^2(0) 0.37500, sum 0.75000
2S VP, Za=0.002: folded U 0.37455, psi^2(0) 0.37720
2S VP, Za->0: folded U 0.37500, psi^2(0) 0.37500, sum 0.75000
alpha = 0.0072973526, 1/alpha = 137.035999, m_r = 0.99945568 m_e
r_p = 0.84075 fm = 2.177210e-03 hbar/mc
mc^2/h = 1.2355900e+17 kHz, alpha*Z*alpha = 5.325135e-05
relative: VP 3.99385e-05, SE -1.58551e-04
H 1S E_fns = 8.94667e-15 mc^2 = 1105.442 kHz
H 1S VP = 3.5732e-19 mc^2 = 0.04415 kHz
H 1S SE = -1.4185e-18 mc^2 = -0.17527 kHz
H 1S sum = -1.0612e-18 mc^2 = -0.13112 kHz
H 2S E_fns = 1.11833e-15 mc^2 = 138.180 kHz
H 2S VP = 4.4665e-20 mc^2 = 0.00552 kHz
H 2S SE = -1.7731e-19 mc^2 = -0.02191 kHz
H 2S sum = -1.3265e-19 mc^2 = -0.01639 kHz
\end{verbatim}
